# Subtracting a dark frame does not remove dark-current shot noise: a program that tests the result

```python
"""
Dark-frame subtraction and dark-current shot noise.

Result under test: subtracting the mean of M dark frames removes the offset and
the mean dark pattern, but the error about the true signal has variance
    P + D + r^2 + (D + r^2)/M.
P: mean photoelectrons per exposure      D: mean dark electrons per exposure
r: read noise (standard deviation)       V: variance of the dark pattern over pixels
W = (D + r^2)/M: variance of the reference (master dark)
All counts are in electrons. Simulated frames are compared with the formulas.
"""
import numpy as np
from scipy.constants import e as elementary_charge
from scipy.linalg import expm

rng = np.random.default_rng(20417)


def close(measured, predicted, relative):
    return abs(measured - predicted) <= relative * abs(predicted)


# ---- Counting statistics from the generation equation, two successive intervals
dark_small, photo_small, n_states = 12.0, 8.0, 160


def propagator(mean_events):
    """Solve dp_n/dt = g (p_(n-1) - p_n) for g t = mean_events."""
    generator = -np.eye(n_states) + np.eye(n_states, k=-1)
    return expm(mean_events * generator)


first = propagator(dark_small)[:, 0]
second = propagator(dark_small + photo_small)
joint = second * first[np.newaxis, :]        # [total count, count in dark frame]
total, dark_count = np.indices(joint.shape)
light_count = total - dark_count


def average(values):
    return float(np.sum(joint * values))


def variance(values):
    return average((values - average(values)) ** 2)


small_dark_mean = average(dark_count)
small_dark_var = variance(dark_count)
small_light_var = variance(light_count)
small_cov = average((light_count - average(light_count))
                    * (dark_count - small_dark_mean))
small_diff_mean = average(light_count - dark_count)
small_diff_var = variance(light_count - dark_count)
assert abs(joint.sum() - 1) < 1e-9
assert abs(small_dark_mean - dark_small) < 1e-7
assert abs(small_dark_var - dark_small) < 1e-7
assert abs(small_cov) < 1e-7
assert abs(small_diff_mean - photo_small) < 1e-7
assert abs(small_diff_var - (photo_small + 2 * dark_small)) < 1e-7
for correction in (0.5 * dark_count, np.sqrt(dark_count), np.cos(dark_count)):
    corrected = variance(light_count - correction)
    assert abs(corrected - small_light_var - variance(correction)) < 1e-7
    assert corrected > small_light_var

# ---- Model pixel array
dark_rate, exposure = 20.0, 10.0
P, r, offset = 400.0, 5.0, 100.0
D = dark_rate * exposure
pattern_sd, weak_sd = 60.0, 10.0
n_pix = 400_000


def light_frame(dark_means):
    size = dark_means.shape
    return rng.poisson(P + dark_means) + offset + rng.normal(0, r, size)


def master_dark(dark_means, frames):
    result = np.zeros(dark_means.shape)
    for _ in range(frames):
        result += rng.poisson(dark_means) + offset
        result += rng.normal(0, r, dark_means.shape)
    return result / frames


def pattern(sd):
    """Positive dark means with mean D and standard deviation sd."""
    return rng.gamma((D / sd) ** 2, sd ** 2 / D, n_pix)


raw_var = P + D + r ** 2
reference_var = D + r ** 2

# ---- One pixel, many repeats of the whole measurement
same_pixel = np.full(n_pix, D)
light = light_frame(same_pixel)
temporal_raw = light.var()
assert close(temporal_raw, raw_var, 0.015)
temporal = {}
for M in (1, 9):
    reference = master_dark(same_pixel, M)
    difference = light - reference
    temporal[M] = difference.var()
    assert abs(difference.mean() - P) < 0.3
    assert close(temporal[M], raw_var + reference_var / M, 0.015)
    if M == 1:
        pixel_slope = np.polyfit(reference, light, 1)[0]
        assert abs(pixel_slope) < 0.013

# ---- Many pixels in uniform light
break_even_sd = np.sqrt(reference_var)
spatial = {}
for sd in (pattern_sd, weak_sd, break_even_sd):
    means = pattern(sd)
    light = light_frame(means)
    reference = master_dark(means, 1)
    difference = light - reference
    V, W = sd ** 2, reference_var
    slope, intercept = np.polyfit(reference, light, 1)
    best_var = (light - slope * reference - intercept).var()
    spatial[sd] = (light.var(), difference.var(), slope, best_var)
    assert close(light.var(), raw_var + V, 0.015)
    assert close(difference.var(), raw_var + W, 0.015)
    assert abs(slope - V / (V + W)) < 0.012
    assert close(best_var, raw_var + V * W / (V + W), 0.015)
    if sd == pattern_sd:
        cov_frames = np.cov(light, reference)[0, 1]
        cov_raw = np.cov(light, means)[0, 1]
        cov_after = np.cov(difference, means)[0, 1]
        assert close(cov_frames, V, 0.02)
        assert close(cov_raw, V, 0.02)
        assert abs(cov_after) < 20
        difference9 = light - master_dark(means, 9)
        spatial_nine = difference9.var()
        assert close(spatial_nine, raw_var + W / 9, 0.015)
assert spatial[pattern_sd][1] < spatial[pattern_sd][0]
assert spatial[weak_sd][1] > spatial[weak_sd][0]

# ---- Many light frames calibrated with one master dark
K = 100
means = pattern(pattern_sd)[:40_000]
frames = np.array([light_frame(means) for _ in range(K)])
stacked = {}
for M in (1, 9):
    calibrated = frames - master_dark(means, M)
    stacked[M] = np.mean((calibrated.mean(axis=0) - P) ** 2)
    frame_scatter = calibrated.var(axis=0, ddof=1).mean()
    assert close(stacked[M], raw_var / K + reference_var / M, 0.04)
    assert close(frame_scatter, raw_var, 0.01)


# ---- Printed results
def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


print("GENERATION EQUATION, SMALL COUNTS (e = electrons)")
show("dark mean", small_dark_mean, "e", 4)
show("dark variance", small_dark_var, "e^2", 4)
show("light-frame variance", small_light_var, "e^2", 4)
show("light-dark covariance", abs(small_cov), "e^2 (magnitude)", 4)
show("difference mean", small_diff_mean, "e", 4)
show("difference variance", small_diff_var, "e^2", 4)
print("MODEL PIXEL")
show("mean dark rate", dark_rate, "e/s", 1)
print(f"mean dark current: {dark_rate * elementary_charge:.3e} A")
show("exposure", exposure, "s", 1)
show("signal P", P, "e", 1)
show("mean dark count D", D, "e", 1)
show("read noise r", r, "e", 1)
print("ONE PIXEL: formula variance, formula sd, simulated sd, P/sd")
for name, var, sim in (
        ("raw", raw_var, temporal_raw),
        ("minus 1 dark", raw_var + reference_var, temporal[1]),
        ("minus mean of 9", raw_var + reference_var / 9, temporal[9])):
    sd = np.sqrt(var)
    print(f"{name}: {var:.1f} e^2, {sd:.2f} e, {np.sqrt(sim):.2f} e, {P/sd:.2f}")
wrong_var = P + r ** 2
show("variance if dark shot noise vanished", wrong_var, "e^2", 1)
show("sd if dark shot noise vanished", np.sqrt(wrong_var), "e")
show("fitted slope, light on dark, one pixel", pixel_slope, "", 4)
print("MANY PIXELS, M = 1: formula sd (simulated sd)")
for sd in (pattern_sd, weak_sd, break_even_sd):
    V, W = sd ** 2, reference_var
    before, after, slope, best = np.sqrt(spatial[sd])
    k = V / (V + W)
    show("pattern sd", sd, "e", 1)
    print(f"  raw: {np.sqrt(raw_var + V):.2f} ({before:.2f}) e")
    print(f"  subtracted: {np.sqrt(raw_var + W):.2f} ({after:.2f}) e")
    print(f"  best fraction k: {k:.3f} (fitted {spatial[sd][2]:.3f})")
    print(f"  sd at best k: {np.sqrt(raw_var + k * W):.2f} ({best:.2f}) e")
print("PATTERN SD 60 e: COVARIANCES AND M = 9")
show("covariance of light and dark frames", cov_frames, "e^2", 0)
show("covariance of raw frame with true pattern", cov_raw, "e^2", 0)
show("same after subtraction", cov_after, "e^2", 1)
show("simulated spatial sd, M = 9", np.sqrt(spatial_nine), "e")
print(f"STACK OF {K} LIGHT FRAMES, ONE MASTER DARK")
show("sd from light frames alone", np.sqrt(raw_var / K), "e")
for M in (1, 9):
    predicted = np.sqrt(raw_var / K + reference_var / M)
    print(f"M = {M}: formula {predicted:.2f} e, simulated "
          f"{np.sqrt(stacked[M]):.2f} e, floor {np.sqrt(reference_var/M):.2f} e")
show("frame-to-frame sd at fixed master", np.sqrt(frame_scatter), "e")
print("PASS")
```

Printed output:

```
GENERATION EQUATION, SMALL COUNTS (e = electrons)
dark mean: 12.0000 e
dark variance: 12.0000 e^2
light-frame variance: 20.0000 e^2
light-dark covariance: 0.0000 e^2 (magnitude)
difference mean: 8.0000 e
difference variance: 32.0000 e^2
MODEL PIXEL
mean dark rate: 20.0 e/s
mean dark current: 3.204e-18 A
exposure: 10.0 s
signal P: 400.0 e
mean dark count D: 200.0 e
read noise r: 5.0 e
ONE PIXEL: formula variance, formula sd, simulated sd, P/sd
raw: 625.0 e^2, 25.00 e, 25.02 e, 16.00
minus 1 dark: 850.0 e^2, 29.15 e, 29.16 e, 13.72
minus mean of 9: 650.0 e^2, 25.50 e, 25.50 e, 15.69
variance if dark shot noise vanished: 425.0 e^2
sd if dark shot noise vanished: 20.62 e
fitted slope, light on dark, one pixel: 0.0015 
MANY PIXELS, M = 1: formula sd (simulated sd)
pattern sd: 60.0 e
  raw: 65.00 (65.12) e
  subtracted: 29.15 (29.19) e
  best fraction k: 0.941 (fitted 0.941)
  sd at best k: 28.93 (28.96) e
pattern sd: 10.0 e
  raw: 26.93 (26.91) e
  subtracted: 29.15 (29.16) e
  best fraction k: 0.308 (fitted 0.306)
  sd at best k: 26.35 (26.34) e
pattern sd: 15.0 e
  raw: 29.15 (29.16) e
  subtracted: 29.15 (29.18) e
  best fraction k: 0.500 (fitted 0.499)
  sd at best k: 27.16 (27.17) e
PATTERN SD 60 e: COVARIANCES AND M = 9
covariance of light and dark frames: 3614 e^2
covariance of raw frame with true pattern: 3614 e^2
same after subtraction: 1.0 e^2
simulated spatial sd, M = 9: 25.52 e
STACK OF 100 LIGHT FRAMES, ONE MASTER DARK
sd from light frames alone: 2.50 e
M = 1: formula 15.21 e, simulated 15.25 e, floor 15.00 e
M = 9: formula 5.59 e, simulated 5.59 e, floor 5.00 e
frame-to-frame sd at fixed master: 24.99 e
PASS
```
